# Why a Dynamic-Light-Scattering Size Is Not a Number Average: a numerical check

```python
# RESULT UNDER TEST: dynamic light scattering weights particles by scattered
# intensity, I(d) ~ d^6 P(q d/2), not by number. For many particles of each kind
#   g2(tau) - 1 = (f_L exp(-G_L tau) + f_S exp(-G_S tau))^2,
#   1/d_app = f_L/d_L + f_S/d_S   (from the initial slope).
# For a fixed finite set of particles the exact result is
#   g2 - 1 = [(sum I g)^2 - sum I^2 g^2] / (sum I)^2.
# Symbols: d diameter, q scattering wave number, P sphere form factor,
# f intensity share, G = D q^2 decay rate, L aggregate, S small abrasive.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial.distance import pdist
from scipy.special import spherical_jn, spherical_yn

# ---------- inputs (material data are rough typical values) ----------
d_S, d_L = 30.0, 300.0            # nm
N = 10000                         # abrasives per aggregate
wavelength = 633.0                # nm, in vacuum
n_water, n_silica = 1.33, 1.46
T, eta = 298.15, 0.89e-3          # K, Pa s
rho_silica, rho_water = 2200.0, 1000.0   # kg/m^3
silica_conc = 1.0                 # kg/m^3, about 0.1 wt%
volume_edge = 100e-6              # m, edge of scattering volume
salt = 10.0                       # mol/m^3, 1:1 electrolyte (10 mM)
eps_water = 78.4
spread = 0.15                     # lognormal width of both populations
angles = (30.0, 90.0, 173.0)      # degrees


def wave_number(theta):
    return 4*np.pi*n_water/wavelength*np.sin(np.radians(theta)/2)   # 1/nm


def form_factor(x):
    return (3*(np.sin(x) - x*np.cos(x))/x**3)**2


def intensity_ratio(theta):
    q = wave_number(theta)
    return (d_L/d_S)**6*form_factor(q*d_L/2)/form_factor(q*d_S/2)


def share(ratio):
    return ratio/(ratio + N)


def apparent_size(ratio):
    f = share(ratio)
    return 1/(f/d_L + (1 - f)/d_S)


def diffusion(d):
    return const.k*T/(3*np.pi*eta*d*1e-9)     # m^2/s


def mie(d, m, theta):
    """Perpendicular intensity |S1|^2 and scattering cross-section in nm^2."""
    x = np.pi*n_water*d/wavelength
    nmax = int(x + 4*x**(1/3) + 2) + 1
    n = np.arange(1, nmax + 1)

    def psi(z):
        j = spherical_jn(n, z)
        return z*j, j + z*spherical_jn(n, z, derivative=True)

    p, dp = psi(x)
    pm, dpm = psi(m*x)
    y = spherical_yn(n, x)
    xi = p + 1j*x*y
    dxi = dp + 1j*(y + x*spherical_yn(n, x, derivative=True))
    a = (m*pm*dp - p*dpm)/(m*pm*dxi - xi*dpm)
    b = (pm*dp - m*p*dpm)/(pm*dxi - m*xi*dpm)
    mu = np.cos(np.radians(theta))
    pi_n = np.zeros(nmax + 1)
    pi_n[1] = 1.0
    for k in range(2, nmax + 1):
        pi_n[k] = ((2*k - 1)*mu*pi_n[k-1] - k*pi_n[k-2])/(k - 1)
    tau_n = n*mu*pi_n[1:] - (n + 1)*pi_n[:-1]
    s1 = np.sum((2*n + 1)/(n*(n + 1))*(a*pi_n[1:] + b*tau_n))
    q_sca = 2/x**2*np.sum((2*n + 1)*(abs(a)**2 + abs(b)**2))
    return abs(s1)**2, q_sca*np.pi*d**2/4


def mie_ratio(theta, m):
    return mie(d_L, m, theta)[0]/mie(d_S, m, theta)[0]


# ---------- test: sphere scattering from the volume integral ----------
for theta in angles:
    q = wave_number(theta)
    amp = [quad(lambda z, R=d/2: np.pi*(R*R - z*z)*np.cos(q*z),
                -d/2, d/2, epsabs=1e-6, epsrel=1e-10)[0] for d in (d_S, d_L)]
    assert abs((amp[1]/amp[0])**2/intensity_ratio(theta) - 1) < 1e-6
    # full Maxwell solution at vanishing refractive contrast
    assert abs(mie_ratio(theta, 1.0001)/intensity_ratio(theta) - 1) < 5e-3

# ---------- example at 90 degrees ----------
q90 = wave_number(90.0)
ratio90 = intensity_ratio(90.0)
f_L = share(ratio90)
f_S = 1 - f_L
D_S, D_L = diffusion(d_S), diffusion(d_L)
G_S, G_L = D_S*(q90*1e9)**2, D_L*(q90*1e9)**2


def siegert(tau, f=f_L):
    return (f*np.exp(-G_L*tau) + (1 - f)*np.exp(-G_S*tau))**2


def fixed_set(tau, I_large, I_small, n_small):
    """g2-1 for exactly one large and n_small small particles."""
    gl, gs = np.exp(-G_L*tau), np.exp(-G_S*tau)
    total = I_large + n_small*I_small
    pairs = (I_large*gl + n_small*I_small*gs)**2
    self_terms = (I_large*gl)**2 + n_small*(I_small*gs)**2
    return (pairs - self_terms)/total**2


# ---------- test: finite-number correlation by simulated diffusion ----------
rng = np.random.default_rng(7)
samples, n_weak, I_strong = 1000000, 8, 8.0
for tau in (0.05e-3, 0.3e-3):
    field_0 = np.zeros(samples, complex)
    field_t = np.zeros(samples, complex)
    for k in range(n_weak + 1):
        b, D = (np.sqrt(I_strong), D_L) if k == 0 else (1.0, D_S)
        phase = rng.uniform(0, 2*np.pi, samples)
        step = rng.normal(0, np.sqrt(2*D*tau), samples)
        field_0 += b*np.exp(1j*phase)
        field_t += b*np.exp(1j*(phase + q90*1e9*step))
    total = I_strong + n_weak
    simulated = np.mean(abs(field_0)**2*abs(field_t)**2)/total**2 - 1
    # tolerance: about five standard errors of the sample mean
    assert abs(simulated - fixed_set(tau, I_strong, 1.0, n_weak)) < 0.012
    # the Siegert form must fail for so few particles
    assert abs(simulated - siegert(tau, I_strong/total)) > 0.05

# ---------- test: apparent sizes from the initial slope of g2-1 ----------
h = 1e-9


def slope_size(curve):
    rate = -np.log(curve(h)/curve(0.0))/(2*h)
    return d_S*G_S/rate


d_app = apparent_size(ratio90)
assert abs(slope_size(siegert)/d_app - 1) < 1e-4


def lone(tau):
    return fixed_set(tau, ratio90, 1.0, N)


d_lone = slope_size(lone)
rate_lone = (G_S + f_L*G_L)/(1 + f_L)
assert abs(d_lone/(d_S*G_S/rate_lone) - 1) < 1e-3   # 1/N terms dropped
assert abs(lone(0.0)/(1 - f_L**2) - 1) < 1e-3

# quadratic cumulant fit down to 10% of the intercept
t_end = brentq(lambda t: siegert(t) - 0.1, 0, 0.1)
t_fit = np.linspace(0, t_end, 200)
fit = np.polyfit(t_fit/t_end, 0.5*np.log(siegert(t_fit)), 2)
d_fit = d_S*G_S/(-fit[1]/t_end)
assert d_app < d_fit < d_L

# ---------- porous aggregate: touching abrasives on a cubic lattice ----------
grid = np.arange(-5, 6)
sites = np.array(np.meshgrid(grid, grid, grid)).reshape(3, -1).T*d_S
sites = sites[np.linalg.norm(sites, axis=1) <= (d_L - d_S)/2]
n_primary = len(sites)
pair_distance = pdist(sites)


def cluster_ratio(theta):
    q = wave_number(theta)
    return n_primary + 2*np.sum(np.sinc(q*pair_distance/np.pi))


R_equiv = np.sqrt(5/3*np.mean(np.sum(sites**2, axis=1)))
smooth = n_primary**2*form_factor(q90*R_equiv)
assert abs(cluster_ratio(90.0)/smooth - 1) < 0.06   # rough lattice surface


# ---------- size spread ----------
def spread_size(theta):
    q = wave_number(theta)
    z = np.linspace(-6, 6, 2001)
    w = np.exp(-z*z/2)
    w /= w.sum()
    light, light_over_d = 0.0, 0.0
    for count, median in ((N, d_S), (1, d_L)):
        d = median*np.exp(spread*z)
        I = count*w*d**6*form_factor(q*d/2)
        light += I.sum()
        light_over_d += (I/d).sum()
    return light/light_over_d


# ---------- other neglected effects ----------
m_rel = n_silica/n_water
vol_S, vol_L = [np.pi/6*(d*1e-9)**3 for d in (d_S, d_L)]
dens_S = silica_conc/(rho_silica*(vol_S + vol_L/N))      # 1/m^3
dens_L = dens_S/N
in_volume = dens_L*volume_edge**3
depth = 0.01*1e-18*(dens_S*mie(d_S, m_rel, 90.0)[1]
                    + dens_L*mie(d_L, m_rel, 90.0)[1])
debye = np.sqrt(eps_water*const.epsilon_0*const.k*T
                / (2*const.N_A*salt*const.e**2))*1e9     # nm
phi_eff = dens_S*4/3*np.pi*((d_S/2 + 3*debye)*1e-9)**3
settling = (rho_silica - rho_water)*const.g*(d_L*1e-9)**2/(18*eta)
number_mean = (N*d_S + d_L)/(N + 1)
volume_share = vol_L/(vol_L + N*vol_S)

# ---------- output ----------
print(f"Abrasive, aggregate diameter: {d_S:.0f}, {d_L:.0f} nm")
print(f"Abrasives per aggregate: {N}")
print(f"Wavelength: {wavelength:.0f} nm; T: {T:.2f} K")
print(f"Viscosity: {eta*1e3:.2f} mPa s")
print(f"Index of water, silica: {n_water:.2f}, {n_silica:.2f}")
print(f"Number-mean diameter: {number_mean:.3f} nm")
print(f"Aggregate share of solid volume: {100*volume_share:.2f} %")
print(f"D abrasive, aggregate: {D_S*1e12:.2f}, {D_L*1e12:.3f} um^2/s")
print(f"q at 90 deg: {q90:.5f} 1/nm")
print(f"qR abrasive, aggregate at 90 deg: {q90*d_S/2:.3f}, {q90*d_L/2:.3f}")
print(f"P abrasive, aggregate at 90 deg: {form_factor(q90*d_S/2):.4f},"
      f" {form_factor(q90*d_L/2):.4f}")
print(f"Decay rate abrasive, aggregate: {G_S:.0f}, {G_L:.1f} 1/s")
for theta in angles:
    r = intensity_ratio(theta)
    print(f"{theta:.0f} deg: N* = {r:.4g}, aggregate light"
          f" {100*share(r):.1f} %, d_app {apparent_size(r):.1f} nm")
print(f"g2-1 parts at 90 deg, LL, LS, SS: {f_L**2:.4f},"
      f" {2*f_L*f_S:.4f}, {f_S**2:.5f}")
for tau in (0.1e-3, 0.5e-3, 1.0e-3):
    print(f"g2-1 at {tau*1e3:.1f} ms: true {siegert(tau):.4f},"
          f" number-weighted {siegert(tau, 1/(N + 1)):.3g}")
print(f"Cumulant fit, delays 0 to {t_end*1e3:.2f} ms: {d_fit:.1f} nm")
print(f"Exactly one aggregate, 90 deg: intercept {lone(0.0):.4f},"
      f" d_app {d_lone:.1f} nm")
print("Neglected effects:")
for theta in angles:
    rm, rc = mie_ratio(theta, m_rel), cluster_ratio(theta)
    print(f"{theta:.0f} deg Mie: N* = {rm:.4g}, light"
          f" {100*share(rm):.1f} %, d_app {apparent_size(rm):.1f} nm")
    print(f"{theta:.0f} deg porous: N* = {rc:.4g}, light"
          f" {100*share(rc):.1f} %, d_app {apparent_size(rc):.1f} nm")
    print(f"{theta:.0f} deg, size spread {100*spread:.0f} %:"
          f" d_app {spread_size(theta):.1f} nm")
print(f"Abrasives in the porous aggregate: {n_primary}")
print(f"Silica concentration: {silica_conc:.1f} kg/m^3")
print(f"Silica density: {rho_silica:.0f} kg/m^3")
print(f"Scattering volume edge: {volume_edge*1e6:.0f} um")
print(f"Aggregates in scattering volume: {in_volume:.0f}")
print(f"Finite-number term f_L^2/M: {f_L**2/in_volume:.2e}")
print(f"Optical depth over 1 cm: {depth:.4f}")
print(f"Salt: {salt:.0f} mM; Debye length: {debye:.2f} nm")
print(f"Effective volume fraction (radius + 3 Debye): {phi_eff:.2e}")
print(f"Hard-sphere drop of abrasive light, 8 phi: {800*phi_eff:.2f} %")
print(f"Settling in one aggregate decay time: {settling/G_L*1e9:.3f} nm")
print("finished without a failed check")
```

It prints:

```
Abrasive, aggregate diameter: 30, 300 nm
Abrasives per aggregate: 10000
Wavelength: 633 nm; T: 298.15 K
Viscosity: 0.89 mPa s
Index of water, silica: 1.33, 1.46
Number-mean diameter: 30.027 nm
Aggregate share of solid volume: 9.09 %
D abrasive, aggregate: 16.36, 1.636 um^2/s
q at 90 deg: 0.01867 1/nm
qR abrasive, aggregate at 90 deg: 0.280, 2.800
P abrasive, aggregate at 90 deg: 0.9844, 0.1650
Decay rate abrasive, aggregate: 5702, 570.2 1/s
30 deg: N* = 8.095e+05, aggregate light 98.8 %, d_app 270.3 nm
90 deg: N* = 1.676e+05, aggregate light 94.4 %, d_app 199.1 nm
173 deg: N* = 9695, aggregate light 49.2 %, d_app 53.9 nm
g2-1 parts at 90 deg, LL, LS, SS: 0.8906, 0.1063, 0.00317
g2-1 at 0.1 ms: true 0.8523, number-weighted 0.32
g2-1 at 0.5 ms: true 0.5082, number-weighted 0.00335
g2-1 at 1.0 ms: true 0.2849, number-weighted 1.15e-05
Cumulant fit, delays 0 to 1.92 ms: 269.9 nm
Exactly one aggregate, 90 deg: intercept 0.1094, d_app 53.3 nm
Neglected effects:
30 deg Mie: N* = 8.945e+05, light 98.9 %, d_app 272.9 nm
30 deg porous: N* = 1.271e+05, light 92.7 %, d_app 181.1 nm
30 deg, size spread 15 %: d_app 300.1 nm
90 deg Mie: N* = 1.645e+05, light 94.3 %, d_app 197.9 nm
90 deg porous: N* = 3.603e+04, light 78.3 %, d_app 101.5 nm
90 deg, size spread 15 %: d_app 176.4 nm
173 deg Mie: N* = 4281, light 30.0 %, d_app 41.1 nm
173 deg porous: N* = 5120, light 33.9 %, d_app 43.1 nm
173 deg, size spread 15 %: d_app 57.9 nm
Abrasives in the porous aggregate: 389
Silica concentration: 1.0 kg/m^3
Silica density: 2200 kg/m^3
Scattering volume edge: 100 um
Aggregates in scattering volume: 2923
Finite-number term f_L^2/M: 3.05e-04
Optical depth over 1 cm: 0.1142
Salt: 10 mM; Debye length: 3.04 nm
Effective volume fraction (radius + 3 Debye): 1.72e-03
Hard-sphere drop of abrasive light, 8 phi: 1.37 %
Settling in one aggregate decay time: 0.116 nm
finished without a failed check
```
